# Electron wavelength and surface row spacing from a reflection-diffraction pattern: test program

```python
"""
Result under test (reflection diffraction of fast electrons):
  wavelength   lam = h / sqrt(2 m T (1 + T/(2 m c^2))),  T = kinetic energy
  row spacing  d = n lam R / Y, close to lam L / t at small angles
Symbols: L = sample-to-screen distance, Y = sideways distance of streak n
from the central streak, Z = height above the surface plane, R = distance
from illuminated spot to screen point, t = spacing of neighbouring streaks,
theta = grazing angle. x: along the beam azimuth, y: across it, z: normal.
SI units inside the program unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize, minimize_scalar

h, m, c, e = const.h, const.m_e, const.c, const.e
rest_energy = m * c**2


def wavelength(kinetic_energy):
    return h / np.sqrt(2 * m * kinetic_energy
                       * (1 + kinetic_energy / (2 * rest_energy)))


def row_spacing(lam, distance, sideways):
    return lam * distance / sideways


# ---------- inputs of the worked example ----------
T = 15e3 * e
L = 0.300
theta = np.radians(3.0)
t = 7.45e-3
lam = wavelength(T)
lam_nonrel = h / np.sqrt(2 * m * T)

# ---------- test 1: wavelength from the equation of motion ----------
# u = p/(mc); time in mc/(eF), length in mc^2/(eF), F = uniform field.
# The electron has crossed the potential difference when length = T/(mc^2).
ratio = T / rest_energy


def motion(time, state):
    position, u = state
    return [u / np.sqrt(1 + u**2), 1.0]


def crossed(time, state):
    return state[0] - ratio


crossed.terminal = True
flight = solve_ivp(motion, (0, 1), [0.0, 0.0], method="DOP853",
                   events=crossed, rtol=1e-11, atol=1e-13, max_step=0.01)
u_final = flight.y_events[0][0][1]
lam_motion = h / (m * c * u_final)
assert abs(lam_motion / lam - 1) < 1e-7
assert abs(lam_nonrel / lam_motion - 1) > 5e-3   # the test can tell them apart
lam_leading = lam_nonrel * (1 - ratio / 4)
assert abs(lam_leading / lam_motion - 1) < ratio**2

# ---------- test 2: explicit sum of scattered waves ----------
k = 2 * np.pi / lam


def intensity(points, Y, Z):
    """Normalised intensity at screen points (Y, Z) from point scatterers."""
    x, y = points
    Y = np.atleast_1d(Y)[:, None]
    r0 = np.sqrt(L**2 + Y**2 + Z**2)
    r = np.sqrt((L - x)**2 + (Y - y)**2 + Z**2)
    # r - r0 written without cancellation of nearly equal lengths
    path = (x**2 + y**2 - 2 * L * x - 2 * Y * y) / (r + r0)
    wave = np.exp(1j * k * (np.cos(theta) * x + path)).sum(axis=1)
    return np.abs(wave / x.size)**2


def brightest_spot(points, y_low, y_high):
    """Coarse search of the screen, then refinement; returns Y, Z."""
    ys = np.arange(y_low, y_high, 0.08e-3)
    zs = np.arange(5e-3, 20e-3, 0.4e-3)
    table = np.array([intensity(points, ys, z) for z in zs])
    iz, iy = np.unravel_index(table.argmax(), table.shape)
    start = np.array([ys[iy], zs[iz]]) * 1e3
    simplex = [start, start + [0.03, 0], start + [0, 0.2]]
    fit = minimize(lambda v: -intensity(points, v[0] / 1e3, v[1] / 1e3)[0],
                   start, method="Nelder-Mead",
                   options=dict(initial_simplex=simplex, xatol=1e-6,
                                fatol=1e-12, maxiter=400))
    return fit.x / 1e3


def distance_to(Y, Z):
    return np.sqrt(L**2 + Y**2 + Z**2)


side = 0.400e-9                      # side of the square test lattice
half_x, half_y = 40e-9, 8e-9         # half lengths of the ordered patch
index = np.arange(-150, 151)
i, j = [g.ravel() for g in np.meshgrid(index, index)]


def patch(x, y):
    keep = (np.abs(x) < half_x + 1e-12) & (np.abs(y) < half_y + 1e-12)
    return x[keep], y[keep]


along_side = patch(i * side, j * side)
along_diagonal = patch((i + j) * side / np.sqrt(2), (i - j) * side / np.sqrt(2))
recovered = []
for points, true_spacing in ((along_side, side),
                             (along_diagonal, side / np.sqrt(2))):
    Ys, Zs = brightest_spot(points, 3e-3, 13e-3)
    found = row_spacing(lam, distance_to(Ys, Zs), Ys)
    recovered.append(found)
    assert abs(found / true_spacing - 1) < 1e-4
    # sharp spots lie on a circle of radius L tan(theta)
    assert abs(np.hypot(Ys, Zs) / (L * np.tan(theta)) - 1) < 1e-3

# alternate rows moved towards each other: period 2*side across the beam
shift = 0.05e-9
pair = np.arange(-10, 11) * 2 * side
rows = np.concatenate([pair - side / 2 + shift, pair + side / 2 - shift])
gx, gy = np.meshgrid(np.arange(-100, 101) * side, rows)
Yh, Zh = brightest_spot((gx.ravel(), gy.ravel()), 2e-3, 5.5e-3)
double_found = row_spacing(lam, distance_to(Yh, Zh), Yh)
# the finite patch and the slope of the pair's own pattern move the peak
# by a few parts in a thousand, hence the wider tolerance
assert abs(double_found / (2 * side) - 1) < 5e-3

# ---------- test 3: the formula holds all along a streak ----------
line_y = np.arange(-20, 21) * side
line = (np.zeros_like(line_y), line_y)
streak_Y = []
for Z in (5e-3, 25e-3):
    ys = np.arange(3e-3, 13e-3, 0.02e-3)
    guess = ys[intensity(line, ys, Z).argmax()] * 1e3
    best = minimize_scalar(lambda v: -intensity(line, v / 1e3, Z)[0],
                           bounds=(guess - 0.05, guess + 0.05),
                           method="bounded", options=dict(xatol=1e-8))
    Yb = best.x / 1e3
    streak_Y.append(Yb)
    assert abs(row_spacing(lam, distance_to(Yb, Z), Yb) / side - 1) < 1e-5
assert streak_Y[1] / streak_Y[0] - 1 > 1e-3   # streaks do bend slightly

# ---------- worked example ----------
pc = h * c / lam
speed_ratio = pc / (T + rest_energy)
d = row_spacing(lam, L, t)
height = np.sqrt((L * np.tan(theta))**2 - t**2)
d_full = row_spacing(lam, distance_to(t, height), t)
a_cubic = np.sqrt(2) * d
d_double = row_spacing(lam, L, t / 2)
a_rough = 0.57e-9                     # rough lattice constant of germanium
assert abs(a_cubic / a_rough - 1) < 0.03


def percent(changed, reference=d):
    return 100 * abs(changed / reference - 1)


ruler, landing, supply, loss = 0.1e-3, 5e-3, 100 * e, 15 * e
expansion, warming = 6e-6, 300.0      # rough coefficient per K; K
effects = {
    "beam landing point off by 5 mm": percent(row_spacing(lam, L + landing, t)),
    "ruler error 0.1 mm": percent(row_spacing(lam, L, t + ruler)),
    "nonrelativistic wavelength": percent(row_spacing(lam_nonrel, L, t)),
    "supply error 0.1 kV": percent(row_spacing(wavelength(T + supply), L, t)),
    "thermal expansion over 300 K (rough)": 100 * expansion * warming,
    "small-angle formula": percent(d_full),
    "energy loss 15 eV": percent(row_spacing(wavelength(T - loss), L, t)),
}
total = np.sqrt(effects["beam landing point off by 5 mm"]**2
                + effects["ruler error 0.1 mm"]**2
                + effects["supply error 0.1 kV"]**2)

print(f"kinetic energy T                    {T/e/1e3:.1f} keV")
print(f"electron rest energy                {rest_energy/e/1e3:.3f} keV")
print(f"T / rest energy                     {ratio:.6f}")
print(f"momentum times c                    {pc/e/1e3:.3f} keV")
print(f"h times c                           {h*c/e/1e3*1e12:.3f} keV pm")
print(f"speed / c                           {speed_ratio:.4f}")
print(f"nonrelativistic wavelength          {lam_nonrel*1e12:.4f} pm")
print(f"leading-correction wavelength       {lam_leading*1e12:.4f} pm")
print(f"relativistic wavelength             {lam*1e12:.4f} pm")
print(f"wavelength from equation of motion  {lam_motion*1e12:.4f} pm")
print(f"sample-to-screen distance L         {L*1e3:.1f} mm")
print(f"grazing angle                       {np.degrees(theta):.1f} deg")
print(f"streak spacing t                    {t*1e3:.2f} mm")
print(f"t / L                               {t/L:.5f}")
print(f"row spacing d, small angle          {d*1e9:.4f} nm")
print(f"height of first-order spot          {height*1e3:.2f} mm")
print(f"distance R to first-order spot      {distance_to(t, height)*1e3:.3f} mm")
print(f"row spacing d, full formula         {d_full*1e9:.4f} nm")
print(f"cubic lattice constant sqrt(2) d    {a_cubic*1e9:.4f} nm")
print(f"rough germanium lattice constant    {a_rough*1e9:.2f} nm")
print(f"midway streak spacing               {t/2*1e3:.3f} mm")
print(f"doubled period                      {d_double*1e9:.4f} nm")
print(f"wave sum: lattice side put in       {side*1e9:.4f} nm")
print(f"wave sum: d, beam along side        {recovered[0]*1e9:.4f} nm")
print(f"wave sum: d, beam along diagonal    {recovered[1]*1e9:.4f} nm")
print(f"wave sum: period with paired rows   {double_found*1e9:.4f} nm")
print(f"wave sum: streak Y at Z = 5 mm      {streak_Y[0]*1e3:.4f} mm")
print(f"wave sum: streak Y at Z = 25 mm     {streak_Y[1]*1e3:.4f} mm")
print("relative change of d from each effect:")
for name, size in effects.items():
    print(f"  {name:<37s} {size:.3f} %")
print(f"landing, ruler, supply in quadrature  {total:.2f} %")
print(f"the same as an uncertainty of d       {total/100*d*1e9:.4f} nm")
print("checks complete")
```

Running it gives:

```
kinetic energy T                    15.0 keV
electron rest energy                510.999 keV
T / rest energy                     0.029354
momentum times c                    124.720 keV
h times c                           1239.842 keV pm
speed / c                           0.2371
nonrelativistic wavelength          10.0137 pm
leading-correction wavelength       9.9402 pm
relativistic wavelength             9.9410 pm
wavelength from equation of motion  9.9410 pm
sample-to-screen distance L         300.0 mm
grazing angle                       3.0 deg
streak spacing t                    7.45 mm
t / L                               0.02483
row spacing d, small angle          0.4003 nm
height of first-order spot          13.85 mm
distance R to first-order spot      300.412 mm
row spacing d, full formula         0.4009 nm
cubic lattice constant sqrt(2) d    0.5661 nm
rough germanium lattice constant    0.57 nm
midway streak spacing               3.725 mm
doubled period                      0.8006 nm
wave sum: lattice side put in       0.4000 nm
wave sum: d, beam along side        0.4000 nm
wave sum: d, beam along diagonal    0.2828 nm
wave sum: period with paired rows   0.8016 nm
wave sum: streak Y at Z = 5 mm      7.4591 mm
wave sum: streak Y at Z = 25 mm     7.4839 mm
relative change of d from each effect:
  beam landing point off by 5 mm        1.667 %
  ruler error 0.1 mm                    1.325 %
  nonrelativistic wavelength            0.731 %
  supply error 0.1 kV                   0.336 %
  thermal expansion over 300 K (rough)  0.180 %
  small-angle formula                   0.137 %
  energy loss 15 eV                     0.051 %
landing, ruler, supply in quadrature  2.16 %
the same as an uncertainty of d       0.0086 nm
checks complete
```
